**One doubled deep-level peak from sequential two-electron emission**

A centre emits its first electron at rate a and its second at rate b. For b much larger than a, and a second emission finished before the first reading, the program finds one peak whose height is close to 2 + a/b times that of a one-electron centre. It asserts agreement between three-state rate matrices, including the filling pulse, and the closed formula, and it checks the emission rates against equilibrium occupation weights. For the rough silicon-carbide-like parameters, the peak lies at 321.9 K with b/a = 115 and a height ratio of 2.009. Controls with positive U, or with a strongly reduced cross-section for capture into the empty centre, each give two peaks of nearly unit height. The Arrhenius energy is asserted to match the first emission energy D2, not the mean level depth. A single short pulse on empty centres reveals the fast emission, and repeated pulses suppress it. Edge zones in the depletion layer change the ratio of full capacitance steps to 2.07.

## Program and output

```python
# Result under test: a centre that holds two electrons and loses them one after
# the other, slowly (rate a, 2->1) and then quickly (rate b, 1->0), gives ONE
# deep-level peak, 2 + a/b times as high as that of a one-electron centre.
# held(t) = (2+r) exp(-a t) - r exp(-b t),  r = a/(b-a), electrons per centre.
# Signal = held(t1) - held(t2).  D2, D1: energies to free an electron in 2->1
# and 1->0; negative U means D1 - D2 < 0.  Degeneracies of 0,1,2 electrons: 1,2,1.
# Rates in 1/s, densities in m^-3, energies in eV unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import airy

q, hbar, h, m0 = const.e, const.hbar, const.h, const.m_e
kB = const.k / q                                  # eV/K
masses = np.array([0.58, 0.31, 0.33])             # rough, last one along c axis
valleys, eps_r = 3, 9.7                           # rough
m_dos = np.prod(masses) ** (1 / 3)
eps = eps_r * const.epsilon_0
ND, NT = 1e21, 5e18                               # donors, centres
D2, D1, sigma = 0.67, 0.50, 1e-19                 # eV, eV, m^2
V_rev, V_pulse = 11.5, 1.5                        # total band bending, V
t1, t2, t_fill = 0.01, 0.1, 0.01                  # s
pair = (D2, D1, sigma, sigma)                     # D2, D1, sigma(1->2), sigma(0->1)


def band_density(T):
    return valleys * 2 * (2 * np.pi * m_dos * m0 * const.k * T / h**2) ** 1.5


def rates(T, p):
    v = np.sqrt(3 * const.k * T / (m_dos * m0))
    c2, c1 = p[2] * v, p[3] * v
    a = 2.0 * c2 * band_density(T) * np.exp(-p[0] / (kB * T))
    b = 0.5 * c1 * band_density(T) * np.exp(-p[1] / (kB * T))
    return a, b, c1, c2


def generator(a, b, up01, up12):
    return np.array([[-up01, b, 0.0], [up01, -b - up12, a], [0.0, up12, -a]])


electrons = np.array([0.0, 1.0, 2.0])
empty = np.array([1.0, 0.0, 0.0])
full = np.array([0.0, 0.0, 1.0])


def after_pulse(T, p, start, duration):
    a, b, c1, c2 = rates(T, p)
    return expm(generator(a, b, c1 * ND, c2 * ND) * duration) @ start


def window_signal(a, b, start, ta, tb):
    M = generator(a, b, 0.0, 0.0)
    return electrons @ (expm(M * ta) @ start - expm(M * tb) @ start)


def signal(T, p, ta=t1, tb=t2):
    a, b, _, _ = rates(T, p)
    return window_signal(a, b, after_pulse(T, p, empty, t_fill), ta, tb)


def single(x, ta=t1, tb=t2):
    return np.exp(-x * ta) - np.exp(-x * tb)


def closed_form(a, b):
    r = a / (b - a)
    return (2 + r) * single(a) - r * single(b)


a_star = np.log(t2 / t1) / (t2 - t1)
best = minimize_scalar(lambda x: -single(x), bounds=(1, 200), method="bounded",
                       options={"xatol": 1e-7})
assert abs(best.x / a_star - 1) < 1e-5
unit = single(a_star)                             # peak of a one-electron centre


def refine(T0, p, ta=t1, tb=t2, half=3.0):
    res = minimize_scalar(lambda T: -signal(T, p, ta, tb),
                          bounds=(T0 - half, T0 + half), method="bounded",
                          options={"xatol": 1e-4})
    return res.x, -res.fun


grid = np.arange(180.0, 521.0, 2.0)


def peaks(p):
    s = np.array([signal(T, p) for T in grid])
    idx = [i for i in range(1, len(s) - 1)
           if s[i] > s[i - 1] and s[i] >= s[i + 1] and s[i] > 0.05 * unit]
    return s, [(T, y / unit) for T, y in (refine(grid[i], p) for i in idx)]


# Detailed balance: grand-canonical weights must be stationary.
for T, depth in ((250.0, 0.3), (330.0, 0.6)):
    a, b, c1, c2 = rates(T, pair)
    n = band_density(T) * np.exp(-depth / (kB * T))
    w = np.array([1.0, 2 * np.exp((D1 - depth) / (kB * T)),
                  np.exp((D1 + D2 - 2 * depth) / (kB * T))])
    flow = generator(a, b, c1 * n, c2 * n) @ w
    assert np.max(np.abs(flow)) < 1e-9 * (a * w[2] + b * w[1])

# Temperature scan of the pair centre: one peak, right height, place and shape.
scan, found = peaks(pair)
assert len(found) == 1
T_peak, ratio = found[0]
a, b, c1, c2 = rates(T_peak, pair)
formula = np.array([closed_form(*rates(T, pair)[:2]) for T in grid])
assert np.max(np.abs(scan - formula)) < 1e-4
assert abs(ratio - (2 + a / b)) < 1e-3
T_one = brentq(lambda T: rates(T, pair)[0] - a_star, 200, 450)
assert abs(T_peak - T_one) < 0.3
one_scan = np.array([single(rates(T, pair)[0]) for T in grid])
shape_diff = np.max(np.abs(scan / (ratio * unit) - one_scan / unit))
assert shape_diff < 0.005

# Height at fixed a for several b/a.
table = []
for x in (0.01, 0.1, 1.0, 10.0, 100.0):
    y = window_signal(a_star, x * a_star, full, t1, t2)
    if x != 1.0:
        assert abs(y - closed_form(a_star, x * a_star)) < 1e-9
    else:
        assert abs(y / unit - 2) < 1e-8
    table.append((x, y / unit))

# Controls: positive U, and negative U with a slow second emission.
_, pos = peaks((D1, D2, sigma, sigma))
slow_factor = 1e-4
_, slow = peaks((D2, D1, sigma, sigma * slow_factor))
for case in (pos, slow):
    assert len(case) == 2
    assert all(abs(y - 1) < 0.1 for _, y in case)

# Arrhenius energy from simulated peak temperatures.
inv, logs = [], []
for ta in (0.001, 0.01, 0.1):
    target = np.log(10) / (9 * ta)
    guess = brentq(lambda T: rates(T, pair)[0] - target, 200, 480)
    Tp, _ = refine(guess, pair, ta, 10 * ta)
    inv.append(1 / (kB * Tp))
    logs.append(np.log(target / Tp**2))
E_arr = -np.polyfit(inv, logs, 1)[0]
assert abs(E_arr - D2) < 0.003

# Where the fast emission crosses the window: full filling and short pulses.
T_low = brentq(lambda T: rates(T, pair)[1] - a_star, 180, 400)
a_low, b_low, _, _ = rates(T_low, pair)
low_full = signal(T_low, pair) / unit
assert low_full < 0.03
t_short, period, n_pulses = 50e-9, 0.2, 40
state = empty.copy()
f1_list = []
for k in range(n_pulses):
    state = after_pulse(T_low, pair, state, t_short)
    f1_list.append(state[1])
    if k == 0:
        f2_first = state[2]
        low_short = window_signal(a_low, b_low, state, t1, t2) / unit
    state = expm(generator(a_low, b_low, 0, 0) * period) @ state
assert abs(low_short - f1_list[0]) < 0.01
assert f1_list[-1] < 0.15 * f1_list[0]

# Recapture: slowed pair emission, and density at which full and empty balance.
ev = np.sort(np.abs(np.linalg.eigvals(generator(a, b, 0.0, b))))
assert abs(ev[1] / (a * b / (b + b)) - 1) < 0.01
n_pair, n_one = np.sqrt(a * b / (c1 * c2)), a / c2
A = generator(a, b, c1 * n_pair, c2 * n_pair)
A[0] = 1.0
balance = np.linalg.solve(A, np.array([1.0, 0.0, 0.0]))
assert abs(balance[0] / balance[2] - 1) < 1e-8
mid_depth = kB * T_peak * np.log(band_density(T_peak) / n_pair)
assert abs(mid_depth - (D1 + D2) / 2) < 1e-9


# Capacitance step with edge zones, checked by solving Poisson's condition.
def edge(nx):
    return np.sqrt(2 * eps * kB * T_peak * np.log(ND / nx) / (q * ND))


W = np.sqrt(2 * eps * V_rev / (q * ND))
W0 = np.sqrt(2 * eps * V_pulse / (q * ND))


def zone(lam):
    return ((W - lam) ** 2 - (W0 - lam) ** 2) / W**2


lam_pair, lam_one = edge(n_pair), edge(n_one)
g_pair, g_one = zone(lam_pair), zone(lam_one)
g_short = ((W - lam_pair) ** 2 - W0**2) / W**2
assert W0 > max(lam_pair, lam_one)


def solved_step(per_centre, lam):
    x1, x2, held = W0 - lam, W - lam, per_centre * NT

    def width(in_zone):
        def bending(w):
            parts = ((0, x1, ND), (x1, x2, ND - in_zone), (x2, w, ND - held))
            # dimensionless depth keeps the quadrature well scaled
            return sum(quad(lambda u: u * rho / ND, lo / W, hi / W)[0]
                       for lo, hi, rho in parts) * q * ND * W**2 / eps
        return brentq(lambda w: bending(w) - V_rev, x2, 2 * W, xtol=1e-16)
    return 1 - width(0.0) / width(held)


step_pair, step_one = solved_step(2, lam_pair), solved_step(1, lam_one)
assert abs(step_pair / (2 * NT / (2 * ND) * g_pair) - 1) < 0.03
assert abs(step_one / (NT / (2 * ND) * g_one) - 1) < 0.03

# Tunnelling help in the largest field: thermal average of the local density
# of states in a linear potential, divided by its zero-field value.
F_max = 2 * V_rev / W
kT_J = const.k * T_peak
m_c = masses[2] * m0
s = ((q * hbar * F_max) ** 2 / (2 * m_c)) ** (1 / 3) / kT_J
y = np.linspace(-15, 60 / s, 400001)
f = np.exp(-s * y) * airy(-y)[0] ** 2
with_field = np.sum((f[1:] + f[:-1]) / 2) * (y[1] - y[0])
no_field = quad(lambda u: np.exp(-s * u * u) / np.pi, 0, np.inf)[0]
enhance = with_field / no_field
assert abs(enhance - np.exp((q * hbar * F_max) ** 2 / (24 * m_c * kT_J**3))) < 1e-4
shift_T = -T_peak * np.log(enhance) * kB * T_peak / (D2 + 2 * kB * T_peak)
aniso = np.sqrt(np.mean(1 / masses) * m_dos)

print(f"energy D2 (2->1), D1 (1->0): {D2:.2f}, {D1:.2f} eV; U = {D1-D2:.2f} eV")
print(f"cross-sections (both): {sigma*1e4:.1e} cm2")
print(f"donor, centre density: {ND*1e-6:.1e}, {NT*1e-6:.1e} cm-3")
print("band masses (m0):", *masses, f" valleys: {valleys}  eps_r: {eps_r}")
print(f"density-of-states mass: {m_dos:.3f} m0")
print(f"window t1, t2: {t1*1e3:.0f}, {t2*1e3:.0f} ms; filling {t_fill*1e3:.0f} ms")
print(f"rate at window maximum a*: {a_star:.2f} 1/s")
print(f"one-electron peak signal: {unit:.4f} electrons per centre")
print(f"pair peak temperature: {T_peak:.2f} K; one-electron: {T_one:.2f} K")
print(f"band density Nc at peak: {band_density(T_peak)*1e-6:.3e} cm-3")
print(f"a, b at peak: {a:.2f}, {b:.1f} 1/s; b/a = {b/a:.1f}")
print(f"mean waits 1/a, 1/b: {1e3/a:.2f}, {1e3/b:.3f} ms; b*t1 = {b*t1:.1f}")
print(f"peak height ratio: {ratio:.4f}; 2+a/b = {2+a/b:.4f}")
print(f"largest difference of normalized peak shapes: {shape_diff:.4f}")
for x, r in table:
    print(f"fixed a, b/a = {x:g}: height ratio {r:.4f}")
for T, r in pos:
    print(f"positive-U control: peak {T:.1f} K, height ratio {r:.3f}")
print(f"slow-second control: sigma(0->1) times {slow_factor:.0e}")
for T, r in slow:
    print(f"slow-second control: peak {T:.1f} K, height ratio {r:.3f}")
print(f"Arrhenius energy: {E_arr:.4f} eV; mean level depth {(D1+D2)/2:.3f} eV")
print(f"b crosses window at: {T_low:.2f} K; a there {a_low:.4f} 1/s")
print(f"signal there, full filling: {low_full:.4f} of one-electron peak")
print(f"short pulse: {t_short*1e9:.0f} ns; period {period:.1f} s")
print(f"after first short pulse: f1 = {f1_list[0]:.4f}, f2 = {f2_first:.4f}")
print(f"signal after first short pulse: {low_short:.4f} of one-electron peak")
print(f"f1 after {n_pulses} short pulses: {f1_list[-1]:.4f}")
print(f"balance density n: {n_pair*1e-6:.3e} cm-3; c2*n/b = {c2*n_pair/b:.4f}")
print(f"singly occupied fraction at balance: {balance[1]:.4f}")
print(f"band bending: reverse {V_rev:.1f} V, pulse {V_pulse:.1f} V")
print(f"depletion widths: {W*1e9:.0f} nm reverse, {W0*1e9:.0f} nm pulse")
print(f"edge zones: pair {lam_pair*1e9:.0f} nm, one-electron {lam_one*1e9:.0f} nm")
print(f"zone factors: pair {g_pair:.4f}, one-electron {g_one:.4f}")
print(f"pair zone factor if pulse tail stays empty: {g_short:.4f}")
print(f"capacitance steps: pair {100*step_pair:.4f} %, one {100*step_one:.4f} %")
print(f"capacitance step ratio with edge zones: {step_pair/step_one:.4f}")
print(f"largest field: {F_max*1e-8:.4f} MV/cm")
print(f"tunnelling factor on a: {enhance:.4f}; peak shift {shift_T:.3f} K")
print(f"anisotropy factor on thermal speed: {aniso:.4f}")
print(f"degeneracy measure ND/Nc: {ND/band_density(T_peak):.2e}")
print("done: every assertion held")
```

It prints:

```
energy D2 (2->1), D1 (1->0): 0.67, 0.50 eV; U = -0.17 eV
cross-sections (both): 1.0e-15 cm2
donor, centre density: 1.0e+15, 5.0e+12 cm-3
band masses (m0): 0.58 0.31 0.33  valleys: 3  eps_r: 9.7
density-of-states mass: 0.390 m0
window t1, t2: 10, 100 ms; filling 10 ms
rate at window maximum a*: 25.58 1/s
one-electron peak signal: 0.6968 electrons per centre
pair peak temperature: 321.93 K; one-electron: 321.91 K
band density Nc at peak: 2.038e+19 cm-3
a, b at peak: 25.62, 2937.3 1/s; b/a = 114.6
mean waits 1/a, 1/b: 39.02, 0.340 ms; b*t1 = 29.4
peak height ratio: 2.0088; 2+a/b = 2.0087
largest difference of normalized peak shapes: 0.0011
fixed a, b/a = 0.01: height ratio 1.0228
fixed a, b/a = 0.1: height ratio 1.2085
fixed a, b/a = 1: height ratio 2.0000
fixed a, b/a = 10: height ratio 2.0988
fixed a, b/a = 100: height ratio 2.0101
positive-U control: peak 245.7 K, height ratio 1.000
positive-U control: peak 339.9 K, height ratio 1.001
slow-second control: sigma(0->1) times 1e-04
slow-second control: peak 322.5 K, height ratio 1.027
slow-second control: peak 412.8 K, height ratio 1.003
Arrhenius energy: 0.6697 eV; mean level depth 0.585 eV
b crosses window at: 259.75 K; a there 0.0515 1/s
signal there, full filling: 0.0113 of one-electron peak
short pulse: 50 ns; period 0.2 s
after first short pulse: f1 = 0.3645, f2 = 0.2166
signal after first short pulse: 0.3669 of one-electron peak
f1 after 40 short pulses: 0.0156
balance density n: 1.416e+10 cm-3; c2*n/b = 0.0934
singly occupied fraction at balance: 0.0446
band bending: reverse 11.5 V, pulse 1.5 V
depletion widths: 3511 nm reverse, 1268 nm pulse
edge zones: pair 576 nm, one-electron 634 nm
zone factors: pair 0.6599, one-electron 0.6387
pair zone factor if pulse tail stays empty: 0.5683
capacitance steps: pair 0.3306 %, one 0.1598 %
capacitance step ratio with edge zones: 2.0686
largest field: 0.0655 MV/cm
tunnelling factor on a: 1.0195; peak shift -0.238 K
anisotropy factor on thermal speed: 1.0186
degeneracy measure ND/Nc: 4.91e-05
done: every assertion held
```
